# Why thinner capacitor films with fixed interfacial layers show lower permittivity

A memory capacitor dielectric is thinned from 10 nm to 5 nm to raise its capacitance. If the film were a uniform dielectric, the capacitance per area would double. Suppose instead that it rises by a factor of about 1.6. Dividing out the geometry then gives a lower permittivity for the thinner film, as if the material had become worse. It need not have changed at all: a thin layer of low permittivity at each electrode, the same in both films, is enough. The questions are when this happens, how large it is, and what thickness data can say about its origin.

## The inverse capacitance is a sum

Take a planar capacitor of area $A$, wide enough for edge fields to be neglected. Its dielectric has total thickness $d$, interfacial layers included. These layers have total thickness $t$ and relative permittivity $k_i$; the remaining $d-t$ has permittivity $k_b$. Three things are held fixed as $d$ changes: $t$, $k_i$ and $k_b$. The response is linear, and there is no free charge inside the film.

Without free charge, Gauss's law makes the displacement $D$ the same at every depth $z$. Its magnitude equals the electrode charge per area, $Q/A$. The local field is $E(z)=D/[\varepsilon_0k(z)]$, so the voltage is

$$V=\int_0^d E\,dz=\frac{Q}{\varepsilon_0A}\int_0^d\frac{dz}{k(z)} .$$

With $C=Q/V$, this gives

$$S\equiv\frac{\varepsilon_0A}{C}=\int_0^d\frac{dz}{k(z)}=\frac{d-t}{k_b}+\frac{t}{k_i}. \tag{1}$$

$S$ is a length: the vacuum gap that would have the same capacitance per area. It is the inverse capacitance per area in convenient units. On thinning, the bulk term shrinks linearly and the interfacial term stays put. The order of the layers does not matter, since the integral only adds their contributions.

## From constant term to falling permittivity

The apparent permittivity is what one obtains by treating the whole film as uniform:

$$k_{\rm app}=\frac{Cd}{\varepsilon_0A}=\frac{d}{S}.$$

To see how it depends on $d$, collect the terms in (1) that are proportional to $d$:

$$S=\frac{d}{k_b}-\frac{t}{k_b}+\frac{t}{k_i}=\frac{d}{k_b}+s,\qquad s=t\left(\frac1{k_i}-\frac1{k_b}\right). \tag{2}$$

The quantity $s$ is the excess of the interfacial term over what the same thickness of bulk would contribute. Multiplying numerator and denominator of $d/S$ by $k_b/d$ gives

$$k_{\rm app}=\frac{d}{d/k_b+s}=\frac{k_b}{1+d_0/d},\qquad d_0=k_bs=t\left(\frac{k_b}{k_i}-1\right). \tag{3}$$

If $s=0$, the numerator $d$ and the denominator $d/k_b$ shrink together and their ratio stays at $k_b$. If $s>0$, part of the denominator does not shrink, so the ratio falls. The quotient rule states this precisely:

$$\frac{dk_{\rm app}}{dd}=\frac{S-d\,(1/k_b)}{S^2}=\frac{s}{S^2}.$$

The sign is that of $s$. With the layers counted in $d$, the apparent permittivity therefore falls on thinning if and only if $k_i<k_b$. A constant interfacial inverse capacitance is not sufficient by itself. Fixed layers with $k_i=80$ in a bulk of 40, with $t=1$ nm, give the opposite trend: $k_{\rm app}$ is 41.0 at 20 nm and 45.7 at 4 nm.

The condition depends on what is called the thickness. If only the bulk thickness $b=d-t$ is used, the ratio becomes

$$\frac{b}{S}=\frac{b}{b/k_b+t/k_i},$$

which falls on thinning for any positive $t/k_i$, because now the entire interfacial term is excess. A reported apparent permittivity thus needs a statement of which thickness was used.

The fixed thickness of the layers matters as much as their low permittivity. If they scaled with the film, $t=fd$ with constant $f$, both terms in (1) would be proportional to $d$ and $k_{\rm app}$ would be constant. For $f=0.2$, $k_b=40$ and $k_i=10$ it is 25 at both 4 nm and 20 nm.

## How large the effect is

Take $k_b=40$, $k_i=10$ and $t=1$ nm, split equally between the two electrodes. Then

$$s=1\ {\rm nm}\left(\frac1{10}-\frac1{40}\right)=0.075\ {\rm nm},\qquad d_0=40\times0.075\ {\rm nm}=3\ {\rm nm}.$$

At $d=5$ nm, the bulk contributes $4/40=0.100$ nm and the layers contribute $1/10=0.100$ nm. Hence $S=0.200$ nm and $k_{\rm app}=5/0.200=25$. The capacitance per area is $\varepsilon_0/S=4.43\ \mu$F/cm$^2$.

| $d$ (nm) | bulk term (nm) | layer term (nm) | $k_{\rm app}$ | $C/A$ (µF/cm²) |
|---:|---:|---:|---:|---:|
| 4 | 0.075 | 0.100 | 22.9 | 5.06 |
| 5 | 0.100 | 0.100 | 25.0 | 4.43 |
| 7 | 0.150 | 0.100 | 28.0 | 3.54 |
| 10 | 0.225 | 0.100 | 30.8 | 2.72 |
| 20 | 0.475 | 0.100 | 34.8 | 1.54 |

These values come from a numerical solution of Gauss's law through the film, with the two terms read from the voltage shares. They agree with (1) and (3). At 5 nm the layers fill one fifth of the thickness but take half the voltage.

Thinning still helps: from 10 nm to 5 nm the capacitance rises by $4.43/2.72=1.63$. The missing part of the factor of two is the fall of $k_{\rm app}$ from 30.8 to 25.

Three limits give (3) a scale:

- For $d\gg d_0$, expansion of the denominator gives $k_{\rm app}\approx k_b(1-d_0/d)$. The approach to the bulk value is slow: $k_{\rm app}\ge0.95\,k_b$ requires $d_0/d\le1/0.95-1=1/19$, or $d\ge57$ nm here.
- At $d=d_0$, $k_{\rm app}=k_b/2$. This point is reachable if $d_0\ge t$, which means $k_b\ge2k_i$. Here it lies at 3 nm, where $k_{\rm app}=20$.
- At $d=t$ no bulk is left and $k_{\rm app}=k_i=10$. $S$ has then fallen to 0.100 nm, so the capacitance is twice its value at 5 nm. With the layers fixed, removing bulk cannot take it further.

## What thickness data can and cannot show

Equation (2) says that $S$ plotted against $d$ is a straight line of slope $1/k_b$ and intercept $s$. Two films suffice if the model holds. From the table, $S$ is 0.325 nm at 10 nm and 0.200 nm at 5 nm, so

$$k_b=\frac{10-5}{0.325-0.200}=40,\qquad s=0.200\ {\rm nm}-\frac{5\ {\rm nm}}{40}=0.075\ {\rm nm}.$$

More thicknesses are needed to test whether the line is straight.

The intercept gives one number for two unknowns, $t$ and $k_i$. Solving (2) for the layer permittivity gives $1/k_i=s/t+1/k_b$. A total layer of 0.5 nm with

$$\frac1{k_i}=\frac{0.075}{0.5}+\frac1{40}=0.175,\qquad k_i=5.71,$$

produces the same capacitance at every thickness in the table. Separating $t$ from $k_i$ requires independent information, such as a layer thickness from microscopy.

A constant thickness error also enters the intercept. If the reported thickness is $d'=d+\delta$, then $S=d'/k_b+(s-\delta/k_b)$. The slope survives, but an error of 0.3 nm shifts the intercept by $0.3/40=0.0075$ nm, or 10% of $s$ in this example.

The layers need not be sharp. Let the permittivity rise from $k_s$ at each electrode towards $k_b$ over a length $w$:

$$k(z)=k_b-\Delta\left[e^{-z/w}+e^{-(d-z)/w}\right],\qquad \Delta=k_b-k_s.$$

When $d\gg w$ the two graded regions are independent. For one of them put $u=e^{-z/w}$, so that $dz=-w\,du/u$. Its excess is

$$\int_0^\infty\left(\frac1{k_b-\Delta e^{-z/w}}-\frac1{k_b}\right)dz
=\frac{w\Delta}{k_b}\int_0^1\frac{du}{k_b-\Delta u}
=\frac{w}{k_b}\ln\frac{k_b}{k_s}.$$

In the middle step the difference of fractions is $\Delta u/[k_b(k_b-\Delta u)]$, and its $u$ cancels the one from $dz$. The last step uses $k_b-\Delta=k_s$. Two electrodes give $s=(2w/k_b)\ln(k_b/k_s)$. For $k_s=5$ and $w=0.3$ nm this is $0.015\times\ln8=0.0312$ nm, which matches the intercept of numerical solutions between 8 and 20 nm.

The straight line fails when the graded regions overlap, since they are then no longer fixed. In a 1 nm film with this profile, $S$ lies 11% above the line.

## The electrodes can contribute too

An electrode is not a perfect conductor. Its screening charge occupies a finite depth, and some voltage drops there. In the Thomas–Fermi model, a free-electron metal of density $n$ and Fermi energy $E_F$ has $3n/(2E_F)$ states per volume and energy at the Fermi level. A small local potential shift $\phi$, measured from the electrode interior, changes the electron density by $3ne\phi/(2E_F)$. With background permittivity 1, Poisson's equation becomes

$$\frac{d^2\phi}{dz^2}=\frac{3ne^2}{2\varepsilon_0E_F}\,\phi=\frac{\phi}{\lambda^2},\qquad \lambda=\sqrt{\frac{2\varepsilon_0E_F}{3ne^2}}.$$

The solution decays into the metal as $e^{-x/\lambda}$, where $x$ is the depth. If the drop in one electrode is $\phi_0$, the field at its surface is $\phi_0/\lambda$, and this must equal $D/\varepsilon_0$. Thus $\phi_0=D\lambda/\varepsilon_0$, and each electrode adds $\lambda$ to $S$. Two equal electrodes add $2\lambda$, whatever the film thickness.

For a rough density of $5\times10^{22}$ cm$^{-3}$, the free-electron Fermi energy is 4.95 eV and $\lambda=0.060$ nm. Then $S$ at 5 nm rises from 0.200 to 0.321 nm, and $k_{\rm app}$ falls from 25 to 15.6. Within this model the correction is large, but the model is strained: $\lambda k_F\approx0.7$, so the potential changes over less than an electron wavelength.

The estimate takes a sharp metal edge. It leaves out the polarizability of the electrode background, which reduces the effect, and the spill-out of electrons, which can reverse it. For a jellium surface of this density facing vacuum, a self-consistent local-density calculation puts the induced charge about 0.07 nm outside the background edge, a contribution to $S$ of opposite sign and similar size. The size and even the sign of the electrode term at a real metal–oxide contact therefore depend on the interface and on where the film is taken to end; $2\lambda$ indicates only the scale. The straight-line law keeps its form, but the intercept now belongs to layers and electrodes together. If the layer parameters were themselves inferred from measured capacitance, they may already include screening, and adding $2\lambda$ would count it twice.

## Fields, breakdown and leakage

With 0.5 V across the 5 nm film, $D/\varepsilon_0=V/S=0.5/0.200=2.5$ V/nm, or 25 MV/cm. Dividing by the permittivities gives 2.5 MV/cm in the layers and 0.625 MV/cm in the bulk. The stored charge is 2.21 µC/cm².

Take rough breakdown strengths of 8 MV/cm for the layers and 4 MV/cm for the bulk. The layers would reach their limit at $0.5\times8/2.5=1.6$ V, the bulk at 3.2 V. These are voltages across the film; any drop in the electrodes comes on top. For these values the layers are the weaker part, although strengths assumed for a material may not carry over to half a nanometre of it.

Tunnelling limits thinning more severely. Consider coherent tunnelling at 358 K through a barrier of 1.8 eV, tilted by the applied voltage, with an effective mass of 0.3 electron masses in the film and the free-electron mass in the electrodes. The transmission is taken to depend only on the energy of motion across the film. The calculated current is $4.5\times10^{-7}$ A/cm². In a refresh period of 64 ms it removes

$$4.5\times10^{-7}\times0.064=2.9\times10^{-8}\ {\rm C/cm^2},$$

about 1.3% of the stored charge. This figure is only as good as the rough inputs: a mass of 0.25 or 0.35 changes the current by a factor of about 20 up or down, and a barrier of 1.6 or 2.0 eV by a factor of about 9 up or 8 down. Conserving the in-plane momentum as well would lower the current roughly threefold, because in-plane motion costs more energy at the lighter mass in the film. Traps, image lowering and a different barrier in the layers are also left out, so this is no upper bound on leakage.

The thickness dependence is steep. The transmission at the Fermi level is $2.7\times10^{-15}$, which is 4.0 times the plain semiclassical exponential. That exponential is therefore $6.8\times10^{-16}=e^{-34.9}$, or a factor of about $e^7\approx10^3$ per nanometre. At the same voltage and barrier, removing 1 nm would raise the initial tunnelling current by more than a thousandfold, and the cell would lose most of its charge within the refresh period. The capacitance gained in return is 14%, from 4.43 to 5.06 µF/cm².

## Setting the model beside a real capacitor

The parameters lie in the regime of a zirconia-based DRAM capacitor with titanium nitride electrodes. A bulk permittivity near 40 and a thickness of several nanometres are rough typical values. The interfacial thickness and permittivity are much less certain, because they depend on processing and capacitance alone does not separate them. A thin alumina sheet inside the film, if its thickness is kept fixed, acts as another low-permittivity layer in (1), even though it is not at an electrode.

Real devices also break the assumption of constant $k_b$. Thinner films may crystallize differently, and permittivity can change with field and temperature. At 5 nm, lowering $k_b$ by 10% raises the bulk term from 0.100 to $4/36=0.111$ nm, and $k_{\rm app}$ falls by 5.3% to 23.7. The relative change is about half as large because the bulk supplies half of $S$. A fall of $k_b$ on thinning would add to the interfacial effect, so a falling $k_{\rm app}$ does not by itself prove that fixed layers are present.

DRAM capacitors are also often curved. For a coaxial film on an inner electrode of radius $r_{\rm in}$ and length $L$, Gauss's law gives $D=Q/(2\pi rL)$. Referring the capacitance to an area $2\pi r_{\rm ref}L$ gives

$$S=\frac{\varepsilon_0(2\pi r_{\rm ref}L)V}{Q}=r_{\rm ref}\int\frac{dr}{r\,k(r)}.$$

For $r_{\rm in}=10$ nm and the same 5 nm film, the area at mid-film gives $k_{\rm app}=24.5$, close to the planar 25. The inner electrode area gives 30.6. The two differ by the factor $(r_{\rm in}+d/2)/r_{\rm in}=1.25$, which itself depends on $d$. Using the inner area therefore mixes a geometric thickness trend with the interfacial one. The mid-film area leaves a smaller trend of opposite sign: at this inner radius a uniform film of permittivity 40 reads 39.5 at 5 nm and 36.4 at 20 nm.

## What to do about it

First, plot $S$ rather than $k_{\rm app}$ against thickness, for films made with the same electrodes and thermal treatment, and state the thickness and area conventions. A straight line is consistent with a fixed excess but does not prove one: a film without layers whose permittivity varies as $k_\infty/(1+c/d)$, with constant $k_\infty$ and $c$, has $S=(d+c)/k_\infty$, which is also straight. Curvature points to something that changes with thickness: the bulk permittivity, the layers, or the geometry.

Second, compare the terms of $S$ before choosing what to improve. At 5 nm they are equal. Doubling $k_b$ at fixed layers reduces $S$ from 0.200 to 0.150 nm and raises the capacitance by one third. Doubling $k_i$ at fixed $k_b$ does the same. Even an unlimited increase of $k_b$ would leave the layer term of 0.100 nm, so it could at most double the capacitance.

Third, weigh interface removal against thinning. Converting a thickness $\delta$ of layer into bulk at fixed $d$ lowers $S$ by $\delta(1/k_i-1/k_b)$. Removing the same thickness of bulk lowers it by $\delta/k_b$. The ratio is

$$\frac{1/k_i-1/k_b}{1/k_b}=\frac{k_b}{k_i}-1=3$$

in this example. Converting 0.1 nm of interfacial layer thus gains as much capacitance as removing 0.3 nm of bulk, while keeping the full thickness against tunnelling. This advantage assumes that the converted material has the bulk permittivity and a barrier no lower than before. If most of the intercept comes from electrode screening, cleaning the interface will not remove it, and the electrode becomes the part to change.

The full set of computed values is in the numerical output below.

## Calculated quantities

```
bulk permittivity 40, interfacial permittivity 10
total interfacial thickness 1.0 nm
d0 = 3.00 nm, excess s = 0.0750 nm
d (nm) | S bulk (nm) | S interface (nm) | k_app | C (uF/cm2)
  4.0  | 0.0750 | 0.1000 | 22.86 | 5.060
  5.0  | 0.1000 | 0.1000 | 25.00 | 4.427
  7.0  | 0.1500 | 0.1000 | 28.00 | 3.542
 10.0  | 0.2250 | 0.1000 | 30.77 | 2.724
 20.0  | 0.4750 | 0.1000 | 34.78 | 1.540
line through S(d): 1/slope = 40.00, intercept = 0.0750 nm
k_app at d = d0: 20.00; at d = t: 10.00
layers scaled to 20% of d: k_app = 25.00 at 4 nm, 25.00 at 20 nm
fixed layers with k_i = 80: k_app = 45.71 at 4 nm, 41.03 at 20 nm
same C at every d from t = 0.5 nm, k_i = 5.71
graded layers, k_s = 5, w = 0.3 nm: intercept 0.0312 nm, formula 0.0312 nm
graded film of 1 nm: S exceeds the line by 11.4%
at 5 nm and 0.5 V: 0.250 V across the layers, 0.250 V across the bulk
fields: layers 2.500 MV/cm, bulk 0.625 MV/cm
stored charge 2.214 uC/cm2
rough breakdown strengths: layers 8 MV/cm, bulk 4 MV/cm
voltage to reach them: layers 1.60 V, bulk 3.20 V
electrode: 5.0e+22 electrons/cm3, Fermi energy 4.95 eV, screening length 0.0604 nm
screening adds 0.1208 nm to S = 0.2000 nm; k_app becomes 15.59
coaxial film, inner radius 10 nm: k_app = 24.48 (mid-film area), 30.60 (inner area)
bulk permittivity 10% lower: k_app = 23.68, change -5.3%
tunnelling: barrier 1.8 eV, mass 0.3 m_e, 358 K
transmission at the Fermi level 2.7e-15, 4.0 times the plain exponential
tunnelling current 4.5e-07 A/cm2; charge lost in 64 ms: 1.31%
```
